# Nonreciprocal phase shift in vertically symmetric magneto-optic waveguides

**Result.** Consider a waveguide magnetised in the film plane, perpendicular to propagation. If its permittivity and magneto-optic response are both even about the horizontal mid-plane, forward and backward modes have equal propagation constants. The shifts produced above and below the core cancel. If the response has opposite signs in the two claddings, the shifts add. For a slab with a nonmagnetic core and otherwise identical claddings, the difference to first order in the gyration \(g\) is

\[
\Delta\beta\equiv|\beta_{\rm f}|-|\beta_{\rm b}|
=\frac{2g}{\varepsilon_2^2}\,\frac{h_s^2}{\int (h^2/\varepsilon)\,dx}.
\tag{1}
\]

Here \(h\) is the transverse magnetic field of the TM mode, \(h_s\) its value at the core surface, and \(\varepsilon_2\) the cladding permittivity. For a 220 nm silicon core between garnet claddings at 1550 nm, the model gives 8.90 rad/mm for opposite signs and zero for equal signs.

## The wave equation

Let \(x\) be vertical, \(y\) transverse and \(z\) along the guide, with fields varying as \(e^{i(\beta z-\omega t)}\). Magnetisation along \(y\) adds \(\varepsilon_{xz}=ig\) and \(\varepsilon_{zx}=-ig\) to an otherwise isotropic permittivity \(\varepsilon\). The gyration \(g\) is odd in the magnetisation. In a slab, nothing depends on \(y\). TE modes have only \(E_y\), which these elements do not touch, so the effect concerns TM modes.

With \(h=Z_0H_y\), where \(Z_0\) is the vacuum impedance, and \(k_0=\omega/c\), Maxwell's equations give

\[
\varepsilon E_x+igE_z=\frac{\beta h}{k_0},\qquad
-igE_x+\varepsilon E_z=\frac{ih'}{k_0},\qquad
i\beta E_x-E_z'=ik_0h .
\]

A prime means \(d/dx\). Multiply the first equation by \(\varepsilon\) and subtract \(ig\) times the second; this removes \(E_z\). Multiply the second by \(\varepsilon\) and add \(ig\) times the first; this removes \(E_x\). The results are

\[
(\varepsilon^2-g^2)E_x=\frac{\varepsilon\beta h+gh'}{k_0},\qquad
(\varepsilon^2-g^2)E_z=\frac{i(\varepsilon h'+g\beta h)}{k_0}.
\]

Define \(p=\varepsilon/(\varepsilon^2-g^2)\) and \(q=g/(\varepsilon^2-g^2)\). Inserting both fields in the third equation and multiplying by \(k_0/i\) gives

\[
\beta^2ph+\beta qh'-(ph')'-\beta(qh)'=k_0^2h .
\]

Since \((qh)'=q'h+qh'\), the terms in \(qh'\) cancel:

\[
-(ph')'-\beta q'h+\beta^2ph=k_0^2h .
\tag{2}
\]

The term that distinguishes \(\beta\) from \(-\beta\) contains the gradient of \(q\), not \(q\) itself. In a layered guide this gradient sits at the interfaces.

## Why even magnetisation gives nothing

Let \(\varepsilon\) and \(g\) be even in \(x\). Then \(p\) and \(q\) are even, and \(q'\) is odd. Replace \(h(x)\) by \(\tilde h(x)=h(-x)\). The first, third and last terms of (2) keep their form, while the second changes sign:

\[
-(p\tilde h')'+\beta q'\tilde h+\beta^2p\tilde h=k_0^2\tilde h .
\]

This is (2) with \(\beta\) replaced by \(-\beta\). Every guided mode therefore has a backward partner with the same phase constant, and its profile is turned upside down. No expansion in \(g\) was made, and \(p\) and \(q\) may be complex, so the result holds to all orders in \(g\) and with absorption.

The same argument covers a channel of finite width. A half-turn about \(y\) sends \((x,z)\) to \((-x,-z)\). It multiplies \(\varepsilon_{xz}\) by \((-1)(-1)=1\), so the sign of \(g\) is kept. If \(\varepsilon\) and \(g\) are even in \(x\) at every \(y\), the guide returns to itself while the propagation direction reverses.

For odd \(g\), the half-turn produces the guide with \(g\to-g\). It then states that \(\beta_{\rm b}(g)\) has the magnitude of \(\beta_{\rm f}(-g)\). Equation (2) says this already for any slab: \(p\) is even and \(q\) odd in \(g\), so reversing \(\beta\) and \(g\) together changes nothing. Neither statement links the two directions at the same \(g\). A difference is allowed, and its size must be calculated.

## How large the difference is

Take a lossless slab and small \(g\). To first order \(p=1/\varepsilon\) and \(q=g/\varepsilon^2\). Write \(\beta=s\beta_0+\delta\), with \(s=+1\) forward and \(s=-1\) backward, and \(h=h_0+h_1\). With \(L_0h=-(h'/\varepsilon)'+\beta_0^2h/\varepsilon-k_0^2h\), the unperturbed mode obeys \(L_0h_0=0\), and the first-order part of (2) is

\[
L_0h_1+\frac{2s\beta_0\delta}{\varepsilon}h_0-s\beta_0q'h_0=0 .
\]

Multiply by \(h_0\) and integrate. Two integrations by parts turn \(\int h_0L_0h_1dx\) into \(\int h_1L_0h_0dx=0\), because guided fields vanish far away. The factor \(s\beta_0\) cancels, leaving

\[
\delta=\frac{\int q'h_0^2\,dx}{2\int(h_0^2/\varepsilon)\,dx}.
\]

Both directions have the same signed \(\delta\). The magnitudes are \(\beta_0+\delta\) forward and \(\beta_0-\delta\) backward, so \(\Delta\beta=2\delta\). With subscripts t, 1 and b for top cladding, core and bottom cladding, the steps of \(q\) give

\[
\Delta\beta=\frac{(q_t-q_1)h_t^2+(q_1-q_b)h_b^2}{\int(h^2/\varepsilon)\,dx}.
\tag{3}
\]

The subscript 0 on the field is dropped from here on. In a structurally symmetric slab \(h_t^2=h_b^2=h_s^2\), so \(q_1\) drops out. Equal claddings give zero. Opposite claddings, \(q_t=-q_b=g/\varepsilon_2^2\), give (1). The surface field of a guided mode cannot vanish: \(h\) would then be zero throughout the cladding, continuity of \(h'/\varepsilon\) would make \(h'\) zero at the core surface too, and the whole field would vanish. The first-order shift in (1) is therefore nonzero for every guided TM mode.

## The physical cause: opposite rotation of the field

At \(g=0\), the cladding fields decay as \(e^{-\gamma|x|}\), up to a constant. Hence \(h'=-\gamma h\) above the core and \(+\gamma h\) below it, and

\[
E_x=\frac{\beta h}{k_0\varepsilon_2},\qquad
\frac{E_z}{iE_x}=\mp\frac{\gamma}{\beta}\quad\text{(above/below)}.
\]

The electric field traces an ellipse in the \(xz\) plane, with opposite senses on the two sides. Reversing \(\beta\) reverses both senses. In the example the ratio is \(\mp0.551\), so the rotation is substantial.

The gyration responds to this sense. Its contribution to \(\mathbf E^\dagger\Delta\varepsilon\,\mathbf E\) is

\[
ig(E_x^*E_z-E_z^*E_x)=-2g\,{\rm Im}(E_x^*E_z)
=\pm2g\frac{\gamma}{\beta}|E_x|^2 .
\]

Integrating over the top cladding uses \(\int e^{-2\gamma x}dx=1/(2\gamma)\) and gives \(g\beta h_s^2/(k_0^2\varepsilon_2^2)\). First-order perturbation theory gives the forward shift \(\delta\) as \(k_0\) times this integral, divided by \(2\int E_xh^*dx=(2\beta/k_0)\int(h^2/\varepsilon)dx\). Since \(\Delta\beta=2\delta\), the top cladding contributes to \(\Delta\beta\) the amount

\[
\frac{g}{\varepsilon_2^2}\frac{h_s^2}{\int(h^2/\varepsilon)\,dx},
\]

which is the top share in (3). Equal \(g\) weighs opposite rotations equally, and they cancel. Opposite \(g\) compensates for the opposite rotation.

## Zero phase difference does not mean zero effect

Uniform magnetisation still deforms the mode. Continuity of \(E_z\) requires continuity of \(ph'+\beta qh\). For equal claddings and a nonmagnetic core, the slopes at the core surfaces, taken just inside the core, are

\[
-\frac{h'}{h}\bigg|_t=\frac{\gamma p_2-\beta q_2}{p_1},\qquad
\frac{h'}{h}\bigg|_b=\frac{\gamma p_2+\beta q_2}{p_1}.
\]

The subscript 2 denotes the cladding. The field falls less steeply towards the top surface than towards the bottom one when \(\beta q_2>0\), so it is larger at the top. Reversing \(\beta\) swaps the two slopes, which inverts the profile without changing \(|\beta|\).

In the example, the forward ratio \(h_t^2/h_b^2\) is 1.009. With \(g\) raised to 0.3 for illustration, it is 1.382 forward and 0.724 backward, which are reciprocals. There is also a shift common to both directions, \(9.6\times10^{-4}\) rad/mm at the example's own \(g\), which cancels in \(\Delta\beta\).

## Worked example

The core has index 3.48 and thickness \(d=220\) nm. The claddings, of index 2.20, represent cerium-substituted iron garnet with a rough Faraday rotation \(\theta_F\) of 4500 deg/cm. In bulk, the two circular waves have indices \(\sqrt{\varepsilon_2\pm g}\approx n_2\pm g/(2n_2)\). Half their phase difference per length is \(\theta_F=k_0g/(2n_2)\), which gives \(g=0.00853\) and \(g/\varepsilon_2^2=3.639\times10^{-4}\).

The lowest TM mode has effective index 2.637 and cladding decay length \(1/\gamma=169.7\) nm. In the core \(h=\cos\kappa x\), measured from the centre, with

\[
\kappa=\frac{2\pi}{1550}\sqrt{3.48^2-2.637^2}=0.00921\ {\rm nm^{-1}} .
\]

The surface value is \(h_s^2=\cos^2(\kappa d/2)=0.2805\). The normalising integral is

\[
\begin{aligned}
\int\frac{h^2}{\varepsilon}dx
&=\frac{1}{\varepsilon_1}\left[\frac d2+\frac{\sin\kappa d}{2\kappa}\right]+\frac{h_s^2}{\gamma\varepsilon_2}\\
&=\frac{110+48.8}{12.11}+\frac{0.2805\times169.7}{4.84}
=22.95\ {\rm nm}.
\end{aligned}
\]

Each interface contributes \(3.639\times10^{-4}\times0.2805/22.95\ {\rm nm}=4.45\) rad/mm in magnitude. Equal signs give \(4.45-4.45=0\). Opposite signs give 8.90 rad/mm, or about 5100 deg/cm. A forward–backward difference of \(\pi\) then needs \(\pi/8.90\) mm, or 353 µm.

Thickness matters through the surface field. As \(d\to0\), the mode spreads into the claddings, the integral tends to \(h_s^2/(\gamma\varepsilon_2)\), and \(\Delta\beta\to2g\gamma/\varepsilon_2\), which vanishes with \(\gamma\). For a thick core, the lowest mode has \(\kappa\approx\pi/d\), \(h_s\approx\kappa\varepsilon_2/(\gamma\varepsilon_1)\) and an integral near \(d/(2\varepsilon_1)\). Equation (1) becomes \(4\pi^2g/(\gamma^2\varepsilon_1d^3)\), which also vanishes. The largest shift lies at an intermediate thickness; 220 nm is not claimed to be that optimum.

## What to do in a device

**Make the signs of \(g\) opposite.** For identical \(\varepsilon_2\), (3) gives \(\Delta\beta\propto g_t-g_b\). A field that magnetises two identical films the same way removes the effect. The films must be held in opposite magnetisation states, or they must have Faraday rotations of opposite sign in the same field.

**Or break the structural symmetry.** At the same core thickness, silica (index 1.444) below and garnet above give 6.87 rad/mm. This is 77% of the opposite-cladding value and needs one magnetic film. The effect of an accidental asymmetry depends on where it lies. With uniform magnetisation, raising the top cladding index by 0.02 gives 0.087 rad/mm, about 1% of the opposite-cladding value. A 5 nm silica layer between core and garnet on one side only gives 0.93 rad/mm in magnitude, about 10%.

**Use both interferometer arms where possible.** With one active arm, isolation requires \(\Delta\beta L=\pi\) and a reciprocal phase bias that makes the forward waves interfere constructively. If the second arm has the opposite \(\Delta\beta\), the differences add and the length halves to about 177 µm.

**Comparison with real guides.** The indices are typical. The Faraday rotation is a rough value for a good film, and a weaker film lowers \(\Delta\beta\) in proportion. A guide with garnet above and silica below corresponds to the 6.87 rad/mm case only in the slab limit. A channel of finite width without garnet at its sides gives less. A coarse full-vector estimate with thick garnet gives roughly 0.8 of the slab value for a 500 nm core with air or silica at the sides, and roughly 0.9 for a 600 nm core with air at the sides. A nonmagnetic layer may also separate core and garnet. If that layer has the garnet's index and thickness \(t\), the step in \(q\) moves to where \(h^2\) is smaller by \(e^{-2\gamma t}\); in the opposite-cladding example, 10 nm on both sides costs about 11%. A layer of lower index costs more: about 22% for 10 nm of silica on both sides. Other departures, each taken alone with opposite claddings, are:

- Garnet absorption of roughly 50 dB/cm gives a mode loss of 33 dB/cm, or 1.2 dB over 353 µm. Scattering is not included.
- Garnet films 500 nm thick, with silica beyond them, raise \(\Delta\beta\) by 0.5%.
- A core 600 nm wide, with garnet at its sides whose gyration changes sign at mid-height, gives close to the slab value. A coarse full-vector calculation puts the ratio at 0.98; finer grids raise it by about 0.03, to slightly above one.
- Warming by 10 K lowers \(\Delta\beta\) by 2.0%, nearly all of it from the assumed 0.2% per kelvin fall in \(g\). The core index, rising by a rough \(1.8\times10^{-4}\) per kelvin, adds 1.4 rad of reciprocal phase over 353 µm. The garnet index is held fixed here; a rise of \(10^{-4}\) per kelvin in it would add about 1 rad more. This reciprocal phase cancels between directions but shifts the interferometer bias unless the other arm follows it.

The main input values are listed in the numerical output.

## Computed results

```
Wavelength: 1550 nm; core thickness: 220 nm
Indices core, garnet, silica: 3.48, 2.2, 1.444
Faraday rotation (rough): 4500 deg/cm
Gyration g: 0.00853
g/eps_clad^2: 3.6392e-04
Effective index of TM0 without gyration: 2.63686
Field decay length in garnet: 169.7 nm
Surface-to-centre H^2 ratio: 0.2805
Ez/(i Ex) just above core: -0.5513
Ez/(i Ex) just below core: 0.5513
Uniform g, top share: 4.4483 rad/mm
Uniform g, bottom share: -4.4483 rad/mm
Uniform g, direct NRPS: 0.0e+00 rad/mm
Uniform g, forward H^2 top/bottom: 1.00924
Same for g = 0.3: forward 1.3820, backward 0.7236
Opposite g, top share: 4.4483 rad/mm
Opposite g, bottom share: 4.4483 rad/mm
Opposite g, direct NRPS: 8.8966 rad/mm
Opposite g, NRPS: 5097 deg/cm
Only top cladding magnetic: 4.4483 rad/mm
Length for difference pi: 353.1 um
Silica below, garnet above: index 2.45679
Silica below, garnet above: NRPS 6.8728 rad/mm
Uniform g, top index +0.02: 0.0873 rad/mm
Uniform g, reciprocal shift: 9.60e-04 rad/mm
Garnet absorption (rough): 50 dB/cm
Mode loss: 33.44 dB/cm
Mode loss over pi length: 1.181 dB
NRPS change by absorption: -1.1e-06 %
NRPS change, 500 nm garnet in silica: 0.509 %
Rough dn/dT core 0.00018 /K; relative dg/dT -0.002 /K
NRPS change for +10 K: -1.99 %
Reciprocal phase for +10 K over pi length: 1.435 rad
Plane-wave slab NRPS: 8.8954 rad/mm
Channel width: 600 nm
Channel, cutoff 8,6: index 2.472, NRPS channel/slab 0.981
Channel, cutoff 10,7: index 2.473, NRPS channel/slab 0.984
Channel, g = 0.3, uniform: max rel. split 0.0e+00
Channel, g = 0.3, opposite: max rel. split 2.70e-02
```
